# The electron localization function from plane-wave orbitals

## The question

Hartree atomic units are used. Take one spin channel with orbitals $\psi_i$ and non-negative weights $f_i$, which include any k-point weights. Define

$$
n=\sum_i f_i|\psi_i|^2,\qquad T=\sum_i f_i|\nabla\psi_i|^2,\qquad \mathbf P=\sum_i f_i\,\psi_i^*\nabla\psi_i ,
$$

$$
D=\frac12\left(T-\frac{|\mathbf P|^2}{n}\right),\qquad D_h=C\,n^{5/3},\qquad C=\frac{3}{10}(6\pi^2)^{2/3}.
$$

The electron localization function (ELF) of this spin is

$$
\eta=\frac{1}{1+(D/D_h)^2}.
$$

The orbitals are normalized in a volume $\Omega$ and expanded in plane waves. If they are pseudo-orbitals, everything below refers to the ELF of the pseudo-orbitals.

Numerical illustrations use noninteracting electrons in a Gaussian well $-V_0e^{-r^2/(2s^2)}$ with $V_0=1.5$ hartree and $s=2$ bohr, centred at the origin of a periodic cube of side $L=14$ bohr. The plane-wave cutoff is 5 hartree. These are model parameters and represent no particular material.

## Part (a): evaluation on a grid

**Question.** Explain how to obtain $n$, $T$ and $\mathbf P$ from the plane-wave coefficients. Express $D$ through $n$ and the current density $\mathbf j=\operatorname{Im}\mathbf P$. How fine must the grid be if $\nabla n$ is instead found by Fourier differentiation of $n$?

**Answer.** For an orbital with wave vector $\mathbf k$,

$$
\psi(\mathbf r)=\frac{1}{\sqrt\Omega}\sum_{\mathbf G}c_{\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},
\qquad
\nabla\psi(\mathbf r)=\frac{1}{\sqrt\Omega}\sum_{\mathbf G}i(\mathbf k+\mathbf G)\,c_{\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
$$

One inverse Fourier transform gives $\psi$, and three more give the components of $\nabla\psi$. Each result is multiplied by the phase $e^{i\mathbf k\cdot\mathbf r}$. The products in $n$, $T$ and $\mathbf P$ are then formed point by point and summed over orbitals.

The product rule gives

$$
\nabla|\psi|^2=\psi^*\nabla\psi+\psi\nabla\psi^*=2\operatorname{Re}(\psi^*\nabla\psi).
$$

Hence $\mathbf P=\tfrac12\nabla n+i\mathbf j$ and $|\mathbf P|^2=\tfrac14|\nabla n|^2+j^2$, so that

$$
D=\frac12\sum_i f_i|\nabla\psi_i|^2-\frac{|\nabla n|^2}{8n}-\frac{j^2}{2n}.
$$

Let the integer indices of $\mathbf G$ along each axis run from $-M$ to $M$. A grid of $2M+1$ points per axis stores every orbital coefficient in its own place. The density contains products of two orbital waves, so its indices reach $\pm2M$. A grid of $4M+1$ points keeps all these components apart, and Fourier differentiation of $n$ is then exact.

In the model $M=7$, so the two requirements are 15 and 29 points. For the lowest orbital, the Fourier slope of $n$ along $z$ differs from the product-rule slope by at most $1.1\times10^{-4}$ bohr$^{-4}$ on a $16^3$ grid. On a $32^3$ grid the difference is about $10^{-16}$ bohr$^{-4}$, which is rounding error. The product rule is used below.

## Part (b): one occupied orbital

**Question.** Rewrite $D$ as a sum over pairs of orbitals. Deduce its sign and the value of $\eta$ for a single occupied orbital. What happens if the current term is omitted?

**Answer.** Consider the sum

$$
S=\sum_{ij}f_if_j\,|\psi_i\nabla\psi_j-\psi_j\nabla\psi_i|^2 .
$$

Expanding the square gives

$$
S=\sum_{ij}f_if_j\Big[|\psi_i|^2|\nabla\psi_j|^2+|\psi_j|^2|\nabla\psi_i|^2
-2\operatorname{Re}\,(\psi_i^*\nabla\psi_i)\cdot(\psi_j^*\nabla\psi_j)^*\Big].
$$

Each of the first two terms sums to $nT$. The double sum in the last term factorizes into $\mathbf P\cdot\mathbf P^*=|\mathbf P|^2$. Thus $S=2nT-2|\mathbf P|^2$, and division by $4n$ yields

$$
D=\frac{1}{4n}\sum_{ij}f_if_j\,|\psi_i\nabla\psi_j-\psi_j\nabla\psi_i|^2\ \ge 0 .
$$

With one orbital the sum contains only $i=j$, which vanishes. So $D=0$, and wherever $n>0$,

$$
\eta=1 .
$$

At a node $n=0$, and the formula for $D$ contains the undefined quotient $|\mathbf P|^2/n=0/0$. Since $\eta=1$ at every nearby point where $n>0$, the value 1 can be assigned there by continuity. Two electrons of opposite spin in the same spatial orbital give $\eta=1$ in each spin channel.

Where no orbital vanishes, each pair term equals $f_if_j|\psi_i|^2|\psi_j|^2\,|\nabla\ln\psi_j-\nabla\ln\psi_i|^2$. The quantity $D$ therefore measures how much the logarithmic gradients of the occupied orbitals differ at a point, weighted by the orbital densities there. A single orbital has nothing to differ from.

The current term matters for complex orbitals. Write $\psi=a\,e^{i\theta}$ with real $a$ and $f=1$. Then $\mathbf j=a^2\nabla\theta=n\nabla\theta$. Omitting the current term leaves

$$
D'=\frac{j^2}{2n}=\frac n2|\nabla\theta|^2,
$$

which is positive wherever $n>0$ and $\nabla\theta\ne0$. For the lowest Bloch orbital of the model at $k_z=0.1122$ bohr$^{-1}$, the full formula gives $\eta=1.000000$ at the centre of the cell face, $z=L/2$ on the axis. Without the current term it gives $3.3\times10^{-9}$ at the 5-hartree cutoff and $5.0\times10^{-9}$ at 12 and 20 hartree.

## Part (c): jellium

**Question.** The occupied orbitals are plane waves $\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ with $f=1$. Find $D$ for any set of $N$ occupied wave vectors, then $\eta$ for a filled Fermi sphere. Discuss a finite set and a sphere displaced by $\mathbf q$.

**Answer.** Here $\nabla\psi=i\mathbf k\psi$ and $n=N/\Omega$. With $\langle\cdot\rangle$ the average over occupied wave vectors,

$$
T=\frac1\Omega\sum_{\mathbf k}k^2=n\langle k^2\rangle,\qquad
\mathbf P=\frac{i}{\Omega}\sum_{\mathbf k}\mathbf k=in\langle\mathbf k\rangle,
$$

$$
D=\frac n2\left(\langle k^2\rangle-|\langle\mathbf k\rangle|^2\right).
$$

This is half the density times the variance of the wave vector. In the limit of many wave vectors, sums become integrals with density $\Omega/(2\pi)^3$. For a sphere of radius $k_F$ centred at zero,

$$
n=\frac{1}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{k_F^3}{6\pi^2},\qquad
\langle k^2\rangle=\frac{\int_0^{k_F}k^4\,dk}{\int_0^{k_F}k^2\,dk}=\frac{k_F^5/5}{k_F^3/3}=\frac35k_F^2 .
$$

Since $\langle\mathbf k\rangle=0$,

$$
D=\frac{3}{10}k_F^2\,n=\frac{3}{10}(6\pi^2)^{2/3}n^{5/3}=D_h,
\qquad \eta=\frac{1}{1+1}=\frac12 .
$$

The value one half is thus a calibration: it marks the points where $D$ equals that of uniform jellium at the same spin density. It does not by itself show that the system is uniform.

For a finite cube, $\mathbf k=2\pi\mathbf m/L$ with integer $\mathbf m$. From $k_F^3=6\pi^2N/L^3$ follows $(k_FL/2\pi)^3=3N/(4\pi)$, and so

$$
\frac{D}{D_h}=\frac{\langle m^2\rangle}{\tfrac35\,(3N/4\pi)^{2/3}}
$$

for shells symmetric about zero. With $N=7$, $\langle m^2\rangle=6/7=0.857$ and the denominator is $0.845$. The ratio is $1.014$, giving $\eta=0.493$. The values for 19, 257 and 33401 plane waves are $0.520$, $0.502$ and $0.500003$. The approach to one half is not monotonic. With one plane wave the variance is zero and $\eta=1$, in agreement with part (b).

Displacing every $\mathbf k$ by $\mathbf q$ leaves the variance, and hence $\eta$, unchanged. If the current term is dropped, the subtraction $|\langle\mathbf k\rangle|^2=q^2$ is lost and $D$ gains $nq^2/2$. For 257 waves in the 14-bohr cube and $q=0.5$ bohr$^{-1}$, this lowers $\eta$ from $0.502$ to $0.440$, although a uniform drift has not changed the relative motion of the electrons.

## Part (d): the vacuum tail

**Question.** Two real orbitals with $f=1$ decay as $\psi_1=A_1e^{-\kappa_1z}$ and $\psi_2=A_2e^{-\kappa_2z}$, with $0<\kappa_1<\kappa_2$. Lateral variation is neglected. To what value does $\eta$ tend as $z\to\infty$?

**Answer.** The pairs $(1,2)$ and $(2,1)$ contribute equally. Since $\psi_1\psi_2'-\psi_2\psi_1'=(\kappa_1-\kappa_2)\psi_1\psi_2$,

$$
D=\frac{2}{4n}(\kappa_2-\kappa_1)^2\psi_1^2\psi_2^2
\;\longrightarrow\;\frac12(\kappa_2-\kappa_1)^2\psi_2^2,
$$

because $n\to\psi_1^2$. The reference is $D_h\to C\,|\psi_1|^{10/3}$, so

$$
\frac{D}{D_h}\to\frac{(\kappa_2-\kappa_1)^2A_2^2}{2C|A_1|^{10/3}}\;
e^{(10\kappa_1/3-2\kappa_2)z}.
$$

There are three cases.

- If $\kappa_2>\tfrac53\kappa_1$, the ratio vanishes and $\eta\to1$.
- If $\kappa_2<\tfrac53\kappa_1$, the ratio diverges and $\eta\to0$.
- If $\kappa_2=\tfrac53\kappa_1$, the limit lies between 0 and 1 and depends on the amplitudes.

Take $A_1=A_2=1$ and $\kappa_1=1$ bohr$^{-1}$. For $\kappa_2=1.5$ bohr$^{-1}$ the exponent is $10/3-3=0.333$ bohr$^{-1}$. At $z=30$ bohr the ratio is $0.25\,e^{10}/(2\times4.558)\approx604$, giving $\eta=2.7\times10^{-6}$. For $\kappa_2=1.9$ bohr$^{-1}$ the exponent is $-0.467$ bohr$^{-1}$ and $\eta=1.000$ at the same distance. The density there is about $e^{-60}$ bohr$^{-3}$ in both cases. The opposite ELF values describe a region that holds practically no electrons.

## Part (e): the same ambiguity in a periodic calculation

**Question.** The lowest band of the well is occupied and sampled in two ways: at $\Gamma$ alone, or at $\Gamma$ and $X=(0,0,\pi/L)$ with weights $\tfrac12$ each. Find $n$ and $D$ at the centre of the cell face, $(0,0,L/2)$, for the second choice, and compare the ELF values.

**Answer.** Both orbitals are even under reflection of each coordinate about the origin, and can be taken real. Their $x$ and $y$ derivatives therefore vanish on the $z$ axis.

The $\Gamma$ orbital has period $L$, so $\psi_\Gamma(L-z)=\psi_\Gamma(-z)=\psi_\Gamma(z)$. It is even about the face and has zero slope there. The $X$ orbital changes sign under translation by $L$, so $\psi_X(L-z)=-\psi_X(-z)=-\psi_X(z)$. It has a node at $z=L/2$. Hence

$$
n=\frac12|\psi_\Gamma|^2,\qquad
D=\frac{2}{4n}\cdot\frac14|\psi_\Gamma|^2|\partial_z\psi_X|^2=\frac14|\partial_z\psi_X|^2 .
$$

The model gives $n=6.71\times10^{-8}$ bohr$^{-3}$, $D=4.10\times10^{-8}$ and $D_h=5.05\times10^{-12}$ hartree/bohr$^3$. Thus $D/D_h\approx8.1\times10^3$ and $\eta\approx1.5\times10^{-8}$. These digits belong to the 5-hartree basis. At cutoffs of 12 to 30 hartree they settle at $n=5.03\times10^{-8}$ bohr$^{-3}$, $D=4.40\times10^{-8}$ and $D_h=3.12\times10^{-12}$ hartree/bohr$^3$, giving $\eta\approx5.0\times10^{-9}$. With $\Gamma$ alone there is one orbital, and $\eta=1$ at the same point.

The two band energies differ only by an amount of order $10^{-6}$ hartree. The computed value is $1.3\times10^{-6}$ hartree at the 5-hartree cutoff and $2.2\times10^{-6}$ hartree at cutoffs of 8 to 30 hartree. A sampling choice of almost no energetic consequence has moved the ELF at this vacuum point from one end of its range to the other. One band at several k points is not one orbital. Near the well the Bloch orbitals have nearly the same shape and $\eta$ stays close to one, but around the centre of the face $z=L/2$ their logarithmic gradients differ strongly. At a 12-hartree cutoff the two-point value on the axis is $0.875$ at $z=5.25$ bohr and $0.17$ at $z=5.5$ bohr; the 5-hartree basis still gives $1.00$ at both points. Six equally spaced $k_z$ points reproduce the 12-hartree values and the face value $5.0\times10^{-9}$, so the low value is stable under finer sampling along $z$ and $\Gamma$ alone is the exception.

## Part (f): regularization and its price

**Question.** Replace $D$ by $D+\varepsilon$ in $\eta$, with constant $\varepsilon>0$. Show what this does in vacuum, find the density at which it becomes important, and assess $\varepsilon=10^{-5}$ hartree/bohr$^3$.

**Answer.** Since $D\ge0$,

$$
\eta_\varepsilon=\frac{1}{1+[(D+\varepsilon)/D_h]^2}\le\frac{1}{1+(\varepsilon/D_h)^2}\longrightarrow0
\quad\text{as } n\to0 .
$$

The vacuum value no longer depends on a comparison of tails. Zero is a convention for empty space, not a measurement of delocalization there. If another convention doubles $D$ and $D_h$, then $\varepsilon$ must be doubled too.

The crossover is at $D_h=\varepsilon$:

$$
n_c=\left(\frac{\varepsilon}{C}\right)^{3/5}
=\left(\frac{10^{-5}}{4.558}\right)^{3/5}=4.02\times10^{-4}\ \text{bohr}^{-3}.
$$

At this spin density one orbital has $D+\varepsilon=D_h$ and gives $\tfrac12$ instead of 1. Jellium has $D+\varepsilon=2D_h$ and gives $\tfrac15$ instead of $\tfrac12$.

The table follows the $z$ axis. "Two k" is the sampling of part (e). "Four" means the lowest four $\Gamma$ orbitals, one s-like and three p-like.

| $z$ (bohr) | raw, one | raw, two k | raw, four | $\eta_\varepsilon$, one | $\eta_\varepsilon$, four |
|---|---|---|---|---|---|
| 0 | 1.000 | 1.000 | 0.336 | 1.000 | 0.336 |
| 1.75 | 1.000 | 1.000 | 0.809 | 1.000 | 0.809 |
| 3.50 | 1.000 | 1.000 | 0.672 | 0.242 | 0.659 |
| 7.00 | 1.000 | $2\times10^{-8}$ | $3\times10^{-12}$ | $3\times10^{-12}$ | $7\times10^{-13}$ |

At the centre the p-like orbitals vanish but their gradients do not. They add to $D$ without adding to $n$, and the four-orbital ELF falls below one half.

Over the grid, the largest change in $\eta$ between the two samplings is $1.0000$ without regularization, taken where the one-orbital density exceeds $10^{-12}$ bohr$^{-3}$. With regularization it is $1.6\times10^{-3}$. Most of this small change comes from basis truncation: on the same grid it is $1.6\times10^{-4}$ at cutoffs of 12 to 30 hartree.

The price is visible at $z=3.50$ bohr. The one-orbital density there is $n=2.855\times10^{-4}$ bohr$^{-3}$, so $D_h/\varepsilon=(n/n_c)^{5/3}=0.564$ and

$$
\eta_\varepsilon=\frac{1}{1+(1/0.564)^2}\approx0.24 .
$$

This low value reports low density, not a second orbital. The same suppression occurs at a node inside the well, where $n\to0$ as well: the $p_z$-like orbital alone has $\eta_\varepsilon\approx0.01$ at $z=0.05$ bohr, although its raw value is 1.

Dilute jellium is affected as well. Put $x=\varepsilon/D_h$; then

$$
\eta_\varepsilon=\frac{1}{1+(1+x)^2}=\frac{1}{2+2x+x^2}\approx\frac12-\frac x2\qquad(x\ll1).
$$

For unpolarized jellium the total density is $2n=3/(4\pi r_s^3)$, so $D_h\propto r_s^{-5}$ and $x=(r_s/6.67\ \text{bohr})^5$. At $r_s=2$ bohr the result is $0.499$, at 4 bohr it is $0.463$, and at 6.67 bohr it is one fifth. The chosen $\varepsilon$ is therefore harmless at the first density but not at the last. It should satisfy $\varepsilon\ll D_h$ at the lowest density whose ELF is to be interpreted, and the density should be inspected alongside any small $\eta_\varepsilon$.

The table belongs to the 5-hartree basis. At 20 hartree the four-orbital entries $0.336$, $0.672$ and $0.659$ become $0.332$, $0.669$ and $0.656$, the regularized $0.809$ becomes $0.808$, the density at $z=3.50$ bohr becomes $2.859\times10^{-4}$ bohr$^{-3}$, and the small entries at $z=7.00$ bohr fall by about a factor of three. The numerical output below gives further digits.

## Table of computed values

```
JELLIUM, closed shells of plane waves, one spin
     1 plane waves: ELF = 1.00000
     7 plane waves: ELF = 0.49283
    19 plane waves: ELF = 0.52021
   257 plane waves: ELF = 0.50224
  33401 plane waves (direct sum): ELF = 0.500003
  257 waves shifted by 0.5 /bohr: ELF = 0.50224, without current term 0.43984
GAUSSIAN WELL IN A PERIODIC CUBE
  depth 1.5 hartree, width 2.0 bohr, side 14.0 bohr
  cutoff 5.0 hartree, 1419 plane waves at Gamma, grid 32^3
  lowest level at Gamma = -0.704398 hartree
  next three levels     = -0.272173 to -0.272173 hartree
  zone boundary minus Gamma, lowest band = 1.313e-06 hartree
  Fourier slope of n minus product rule, grid 16^3: 1.1e-04 bohr^-4
  Fourier slope of n minus product rule, grid 32^3: 9.7e-17 bohr^-4
  largest plane-wave index per axis = 7
  one orbital: largest |ELF-1| where n > 1e-12 bohr^-3 = 2.3e-11
  along z; ELF raw: 1 orbital, 2 k points, 4 orbitals
  z= 0.00 bohr n=6.028e-02 bohr^-3 raw 1.00000 1.000e+00 3.363e-01
  z= 1.75 bohr n=1.298e-02 bohr^-3 raw 1.00000 1.000e+00 8.088e-01
  z= 3.50 bohr n=2.855e-04 bohr^-3 raw 1.00000 1.000e+00 6.724e-01
  z= 5.25 bohr n=2.870e-06 bohr^-3 raw 1.00000 1.000e+00 8.515e-02
  z= 7.00 bohr n=1.342e-07 bohr^-3 raw 1.00000 1.517e-08 2.700e-12
  same points, ELF with eps = 1e-05 hartree/bohr^3
  z= 0.00 bohr regularized 1.000e+00 1.000e+00 3.363e-01
  z= 1.75 bohr regularized 1.000e+00 1.000e+00 8.085e-01
  z= 3.50 bohr regularized 2.415e-01 2.428e-01 6.594e-01
  z= 5.25 bohr regularized 6.977e-08 6.406e-08 1.403e-02
  z= 7.00 bohr regularized 2.572e-12 2.531e-13 6.587e-13
  cell face, 2 k points: n = 6.711e-08 bohr^-3
  cell face, 2 k points: D = 4.101e-08, D_h = 5.051e-12 hartree/bohr^3
  largest ELF change, 1 to 2 k points: raw 1.0000, regularized 1.6e-03
  one Bloch orbital, kz = 0.11220 /bohr, at cell face:
    ELF = 1.000000, without current term 3.314e-09
VACUUM TAIL OF TWO ORBITALS, kappa1 = 1 /bohr
  kappa2 = 1.5 /bohr: slope of ln(D/D_h) = 0.3333 /bohr, raw ELF at 30 bohr = 2.740e-06
  kappa2 = 1.9 /bohr: slope of ln(D/D_h) = -0.4667 /bohr, raw ELF at 30 bohr = 1.000e+00
PRICE OF THE REGULARIZER
  prefactor of n^(5/3) in D_h = 4.55780 hartree bohr^2
  crossover density per spin = 4.0248e-04 bohr^-3
  unpolarized jellium there has r_s = 6.669 bohr
  ELF there: one orbital 0.5000, jellium of 257 waves 0.2007
  infinite jellium, r_s = 2.0 bohr: regularized ELF = 0.4988
  infinite jellium, r_s = 4.0 bohr: regularized ELF = 0.4627
```
